Strain amplification in a suspended bridge between wide pads

**What goes wrong without the result**

A film with a tensile strain of 0.20 % is cut into a narrow bridge between two wide pads, and the material beneath all three is etched away. If the bridge is assumed to keep the strain of the film, the estimate is 0.20 %. For the dimensions used below, a one-dimensional calculation gives 1.05 % and a two-dimensional one about 0.85 %. The bridge strain is then underestimated by a factor of four or five, and the margin against fracture is overestimated.

The assumption fails because the patterned film is not in equilibrium once it is released. At equal strain a wide pad pulls harder than a narrow bridge. The pads therefore shorten and the bridge lengthens until the forces agree. The bridge strain follows from this balance of forces, or equally from the minimum of the elastic energy.

**The structure and its conventions**

The bridge has length L_b and width w_b. The pads have width w_p and total length L_p, and the thickness t is the same everywhere. These are the dimensions as patterned, before release. Write

L = L_b + L_p,  r = w_b/w_p.

The film is isotropic and linearly elastic, with Young modulus E and Poisson ratio ν. Its initial strain ε0 > 0 is the same in both in-plane directions. Strain means extension divided by stress-free length, and tension is positive. Axis x runs along the bridge and y across it. After release the film stays flat, its long edges are free, and the outer ends of the pads remain fixed to the unreleased film.

Stress means force divided by stress-free cross-section. The stress-free widths are smaller than the patterned ones by the common factor 1 + ε0, which leaves r unchanged. Where absolute forces and energies are given, patterned cross-sections are used, which is correct to leading order in strain. The problem is purely elastic, so ħ, m and e do not appear. Stresses are in GPa, and 1 GPa = 10¹⁰ dyn/cm².

The one-dimensional model treats each section as uniformly stretched up to the junction. This neglects the shear in the pads, the compliance of the corners, and the lateral grip at the fixed pad ends.

**First derivation: force continuity and fixed length**

*Stress in a released section.* The top and bottom faces of the film are free, so the in-plane strains obey

ε_x = (σ_x − νσ_y)/E,  ε_y = (σ_y − νσ_x)/E.

Before release ε_x = ε_y = ε0 and σ_x = σ_y = σ0. Either equation gives ε0 = σ0(1 − ν)/E, so

σ0 = Eε0/(1 − ν).

After release the long edges carry no force. In a uniformly stressed section this means σ_y = 0 throughout, and therefore

σ_x = Eε_x,  ε_y = −νε_x.

*Force continuity.* Isolate the piece of film between one cross-section in the bridge and one in a pad. Its faces and edges are free, including the short edges where the pad steps down to the bridge. The only axial forces on it act at the two cuts, and in equilibrium they are equal and opposite. The tension F is therefore the same in both sections:

F = E t w_b ε_b = E t w_p ε_p.

Dividing by E t w_p gives

ε_p = r ε_b.

The same argument holds for each pad, so the two pads have equal strain even if their lengths differ.

*Fixed total length.* A section patterned with length L_i was already stretched by ε0. Its stress-free length is

ℓ_i = L_i/(1 + ε0).

After release its length is ℓ_i(1 + ε_i). The outer ends have not moved, so the new lengths add up to the old total:

[L_b(1 + ε_b) + L_p(1 + ε_p)]/(1 + ε0) = L_b + L_p.

Multiply by 1 + ε0 and subtract L_b + L_p from both sides:

L_b ε_b + L_p ε_p = ε0(L_b + L_p).

No expansion in small strain was made. The length-weighted mean of the strain is conserved, and release can only redistribute it.

*Elimination.* Insert ε_p = rε_b:

ε_b(L_b + rL_p) = ε0(L_b + L_p).

The amplification A = ε_b/ε0 is therefore

A = (L_b + L_p)/(L_b + rL_p).

*Limits.* Subtracting 1 shows when the bridge gains strain:

A − 1 = L_p(1 − r)/(L_b + rL_p).

This is positive when the pads are wider than the bridge, zero for equal widths, and negative when the pads are narrower. A released strip of constant width thus keeps its axial strain ε0. Its axial stress nevertheless falls from Eε0/(1 − ν) to Eε0 when ν > 0, because the lateral tension has gone.

A second form shows how the two design ratios compete. Let f = L_b/L be the bridge's share of the length, so that L_p/L = 1 − f. Dividing numerator and denominator of A by L gives

A = 1/[f + r(1 − f)] = 1/(f + r − fr).

The expression is symmetric in f and r. For r → 0 it tends to 1/f = 1 + L_p/L_b: in the model the pads give up all their strain, and the bridge receives the whole available extension. This presupposes pads that remain much longer than they are wide. Widening them at fixed length does not in general reach this limit, because the force of a narrow bridge cannot spread evenly over a short, wide pad. Nor is 1/f a ceiling outside the model. For ν > 0 a short, wide pad fixed at its end keeps much of its lateral tension, which adds to its axial pull, as in the held-side formula below. With L_b = 10 µm, L_p = 90 µm, w_b = 0.2 µm, w_p = 200 µm and ν = 0.25, a two-dimensional calculation gives A ≈ 10.5, above both 1/f = 10 and the simple formula, 9.9. For a very short bridge, f → 0, it tends to 1/r: the pads hardly relax, and the bridge must carry their full force. Within this model, with f and r between 0 and 1, A lies below both 1/f and 1/r. Once one ratio is much smaller than the other, reducing it further therefore brings little. The limit 1/r can be approached with long pads. If the bridge is shortened instead, at fixed pad length, the neglected corner compliance can become important, as shown below.

**Second derivation: minimum elastic energy**

This route does not start from equality of forces. It asks which shape, among those compatible with the fixed ends, stores the least elastic energy.

*Lateral relaxation.* The energy per volume of a film with free faces and no shear is

u = E(ε_x² + ε_y² + 2νε_xε_y)/[2(1 − ν²)].

With free edges ε_y can adjust. Setting ∂u/∂ε_y = 0 gives ε_y + νε_x = 0, so ε_y = −νε_x. Inserting this, the bracket becomes

ε_x² + ν²ε_x² − 2ν²ε_x² = (1 − ν²)ε_x²,

and the energy density is

u = Eε_x²/2.

*The energy to be minimized.* Divide the structure into any number of pieces with patterned lengths L_i, widths w_i and strains ε_i. The stress-free length of a piece is L_i/(1 + ε0), so

U = [E t/(2(1 + ε0))] Σ w_i L_i ε_i².

Moving the joints between the pieces changes the ε_i. Because the ends are fixed, the length argument used above applies to any number of pieces:

Σ L_i ε_i = ε0 L.

*The minimum.* Write each term of this sum as a product:

L_i ε_i = √(L_i/w_i) · √(w_i L_i) ε_i.

The Cauchy–Schwarz inequality then gives

(ε0 L)² ≤ (Σ L_i/w_i)(Σ w_i L_i ε_i²).

The second factor on the right is the sum that appears in U. Hence

U ≥ [E t/(2(1 + ε0))] (ε0 L)²/(Σ L_i/w_i).

Equality holds when the two sets of factors are proportional, that is, when √(w_i L_i) ε_i = c√(L_i/w_i) with one constant c for all pieces. Dividing by √(L_i/w_i) gives

w_i ε_i = c.

This is force continuity, now obtained as the condition for least energy. It also shows that the strain is uniform within a section, since pieces of equal width have equal strain.

*The constant.* Put ε_i = c/w_i into the length condition:

c(L_b/w_b + L_p/w_p) = ε0 L.

The bridge strain is ε_b = c/w_b. Multiplying the bracket by w_b turns it into L_b + rL_p, so

ε_b = ε0(L_b + L_p)/(L_b + rL_p),

as before.

*The energy itself.* To leading order in strain the factor 1/(1 + ε0) can be dropped. Since F = E t c and c = ε0L/(Σ L_i/w_i), the minimum is

U = Fε0L/2.

Before release the energy density is found by setting ε_x = ε_y = ε0 in u:

E·2ε0²(1 + ν)/[2(1 − ν²)] = Eε0²/(1 − ν) = σ0ε0.

This exceeds Eε0²/2, the density with the lateral stress removed and the axial strain unchanged. That intermediate state satisfies the length condition, so the minimum cannot lie above it. The total energy therefore falls on release, although the strain in the bridge rises.

Both derivations were checked against a numerical chain of elastic pieces, built from stress-free lengths and solved for its equilibrium positions. The amplification agreed for several geometries, including pads of unequal length, pads narrower than the bridge, and an initial strain of 10 %. The last case tests the length condition within linear elasticity; it does not suggest that a real film stays linear at such a strain.

**A worked case**

Take the round model values E = 100 GPa, ν = 0.25, ε0 = 0.20 %, L_b = 10 µm, L_p = 90 µm in two equal pads, w_b = 2 µm, w_p = 20 µm and t = 0.2 µm. Then r = 2/20 = 0.10 and

L_b + rL_p = 10 + 0.10 × 90 = 19 µm,

A = 100/19 = 5.26.

The strains are

ε_b = 5.263 × 0.20 % = 1.05 %,

ε_p = 0.10 × 1.053 % = 0.105 %.

The pads have lost about half of their initial strain. The length condition can be checked directly: 10 × 1.053 + 90 × 0.1053 = 20.0, which equals 100 × 0.20, in µm times per cent. Across its width the bridge contracts relative to the stress-free film, with strain −0.25 × 1.053 % = −0.26 %.

The stress in the bridge is

σ_b = 100 GPa × 0.01053 = 1.05 GPa = 1.05 × 10¹⁰ dyn/cm².

Before release it was 100 × 0.002/0.75 = 0.267 GPa. The stress has grown by a factor of 3.95, less than the strain, because the lateral tension is lost. The general ratio is σ_b/σ0 = (1 − ν)A.

Since 1 GPa·µm² = 1 mN, the axial force is 1.053 × 2 × 0.2 = 0.421 mN. In the one-dimensional model the energy after release is

U = ½ × 0.4211 mN × 0.002 × 100 µm = 0.0421 nJ = 42.1 pJ.

The film volume is 0.2 × (10 × 2 + 90 × 20) = 364 µm³, so the energy before release was 0.2667 × 0.002 × 364 = 0.194 nJ, or 194 pJ.

Here f = r = 0.10, so both ceilings, 1/f and 1/r, equal 10. The structure reaches about half of that value.

**What each derivation assumes**

*The common ground.* Both routes use fixed outer ends, a flat film, uniform strain across each section and free lateral edges. The last assumption has a large effect. Suppose instead that the sides of the pads are held at the lateral strain ε0 but can slide along x. Solving the two strain equations for σ_x with ε_y = ε0 gives the pad stress

σ_p = E(ε_p + νε0)/(1 − ν²).

Force continuity, w_bEε_b = w_pσ_p, becomes

ε_p = (1 − ν²)rε_b − νε0.

Insert this in the length condition and move the term with νε0 to the right:

ε_b[L_b + (1 − ν²)rL_p] = ε0[L_b + (1 + ν)L_p].

Hence

A_held = [L_b + (1 + ν)L_p]/[L_b + (1 − ν²)rL_p].

For the worked case this is 122.5/18.44 = 6.64 instead of 5.26. For ν > 0, the retained lateral tension adds to the axial pull of the pads. Pads with free sides and pads held laterally but free to slide thus need different formulas. Neither formula applies to pads whose sides stay bonded to the unreleased film: such sides cannot move along x, so the pads shorten less.

*What the force route needs.* It needs equilibrium and a relation between stress and strain, but no stored energy. For a nonlinear film with uniaxial law σ(ε), one would keep the length condition and replace force continuity by w_bσ(ε_b) = w_pσ(ε_p). The simple expression for A relies on σ being proportional to ε.

Force continuity and fixed total length also survive in a two-dimensional description. What fails there is the statement that each section extends uniformly up to the junction. The lines of force must spread from the bridge into the pad, and this region yields more than the model allows. The additional yield can be expressed as an extra length δ of bridge:

ε0L = [F/(E t)](L_b/w_b + L_p/w_p + δ/w_b).

Multiplying by w_b and using F = E t w_b ε_b gives

A = L/(L_b + rL_p + δ).

If the disturbance is confined to the neighbourhood of the junctions, and the lateral grip at the pad ends has no effect, δ depends on the widths but not on the lengths. Linear elasticity contains no length of its own, so at fixed r and ν this δ is proportional to w_b. The simple formula then requires δ to be small compared with L_b + rL_p. A bridge no longer than its own width, between much wider pads, violates this condition unless rL_p is large compared with w_b.

*What the energy route needs.* It needs an elastic energy, and its use of the inequality relies on that energy being quadratic with E > 0. In return it delivers force continuity instead of assuming it, and it gives the sign of the model's error in one case. Let ν = 0 and let the initial strain be purely axial. The one-dimensional displacement, with no motion along y, is continuous and respects the fixed ends. It is therefore an admissible trial field for the two-dimensional problem, and it has no shear and no lateral strain. Its energy is F₁ε0L/2, where F₁ is the force in the simple model.

The true two-dimensional state is that of a stress-free film stretched by ε0L between its ends. Its energy is the work done in stretching it, F₂ε0L/2, where F₂ is the true force. The true energy cannot exceed that of a trial field, so

F₂ ≤ F₁.

For ν = 0 the mean strain over a bridge cross-section is F/(E t w_b). The simple formula is therefore an upper bound on the mean bridge strain in this case. The proof does not carry over unchanged to ν ≠ 0, because the lateral contraction of the simple model jumps at the junction and violates the fixed ends.

*The size of the error.* A two-dimensional plane-stress finite-element calculation, with clamped pad ends and free edges, puts numbers on these statements. For ν = 0 and axial initial strain, the worked geometry gives A = 4.22, below the bound of 5.26. The corresponding extra length is δ ≈ 4.7 µm, a little more than one bridge width per junction. The computed value, 4.70 µm, does not change when all lengths are doubled or quadrupled at fixed widths, which supports the picture of a local disturbance. On a converged mesh δ rises by about 1.3 %, to 4.76 µm, and A falls to 4.21. As a check on the arithmetic, 100/(19 + 4.70) = 4.22.

For ν = 0.25 and equal initial strain in both directions, the same geometry gives A = 4.28, which is 19 % below the simple formula, relative to that formula. On a converged mesh A falls by about 0.01, to 4.27. The bridge strain is then about 0.85 % instead of 1.05 %. This amplification is slightly higher than for ν = 0. The two calculations differ in both the Poisson ratio and the initial lateral strain, and the cause of the difference was not examined.

When all lengths are multiplied by 4, 16 and 64 at fixed widths, the shortfall drops to 5.5 %, 1.4 % and 0.4 %. In the last two steps it falls by nearly the factor of four expected for a correction of fixed length. The formula for held sides was tested at one length only: at 64 times the original lengths the calculation gives 6.62, against 6.64. It neglects the same compliance at the junctions, so for the compact structure of the worked case it too overestimates the strain noticeably.

The simple formula is thus the slender limit of the two-dimensional problem, reached when every section is much longer than it is wide. For the compact structure of the worked case it gives the right trend and overestimates the mean bridge strain noticeably. Near the sharp inner corners the local strain is higher than this mean, and in linear elasticity it grows without limit towards the corner. An estimate of the margin against fracture must therefore also consider how the corners are rounded. The two-dimensional calculation has limits of its own: it leaves out bending, etching beneath the anchors, crystal anisotropy and nonlinear elasticity. Flatness in particular is not guaranteed, because release puts part of the film in lateral compression. For the worked geometry a linear plate-buckling estimate gives a critical initial strain of about 0.9 %, well above 0.20 %, but this threshold scales as t². Apart from the mesh-converged values, the wide-pad example and the buckling estimate, the main values quoted here can be found in the numerical output below; the others follow from them by the arithmetic shown.

Computed values

```
Young modulus: 100 GPa
Poisson ratio: 0.25
Prestrain: 0.20 %
Bridge length: 10 um
Total pad length: 90 um
Bridge width: 2 um
Pad width: 20 um
Thickness: 0.2 um
Width ratio r: 0.10
Denominator Lb + r Lp: 19.0 um
Amplification, simple formula: 5.263
Ceiling for very wide pads: 10.0
Bridge strain: 1.053 %
Pad strain: 0.1053 %
Bridge lateral strain: -0.263 %
Biaxial stress before release: 0.2667 GPa
Bridge stress: 1.053 GPa
Bridge stress: 1.053e+10 dyn/cm^2
Pad stress: 0.1053 GPa
Axial force: 0.4211 mN
Elastic energy before release: 194.1 pJ
Elastic energy after release: 42.1 pJ
Amplification, pad sides held: 6.644
Same, 2D with lengths x 64: 6.619
2D amplification, lengths x 1: 4.283, deviation from formula 18.62 %
2D amplification, lengths x 4: 4.976, deviation from formula 5.46 %
2D amplification, lengths x 16: 5.188, deviation from formula 1.43 %
2D amplification, lengths x 64: 5.244, deviation from formula 0.36 %
2D amplification, lengths x 1, finer mesh: 4.277
2D bridge strain, finer mesh: 0.855 %
2D lateral/axial strain ratio, lengths x 4: -0.2500
Zero Poisson ratio, lengths x 1: amplification 4.219, extra length 4.70 um
Zero Poisson ratio, lengths x 2: amplification 4.683, extra length 4.70 um
Zero Poisson ratio, lengths x 4: amplification 4.956, extra length 4.70 um
```
